# Mean Number of Wall Impacts in a Blind Cylindrical Hole

A ray-tracing calculation of precursor transport into a deep hole needs two decisions before it starts: after how many wall impacts a trajectory may be cut off, and how many trajectories are needed. Both depend on how often a molecule strikes the wall before it finds its way out. The mean of this number has a closed form, which also serves as a check on the tracer. For a deep hole the spread about the mean is large, and it sets the number of trajectories.

Let the hole be a circular cylinder of diameter \(d\) and depth \(L\), with a flat closed bottom and a flat open mouth, and let \(a=L/d\) be its aspect ratio. The gas is so dilute that molecules collide with the walls and not with each other. They do not react or stay adsorbed; a short residence on the surface would change the time spent in the hole but not the number of impacts. After each impact a molecule leaves in a random direction, independent of its arrival direction, with probability per solid angle

\[
\frac{dP}{d\Omega}=\frac{\cos\theta}{\pi},
\]

where \(\theta\) is the angle to the local inward normal. This is the cosine law of diffuse emission. It is normalized, since over the hemisphere \(2\pi\int_0^{\pi/2}(\cos\theta/\pi)\sin\theta\,d\theta=2\cdot\tfrac12=1\).

The way in must be specified too. Molecules enter uniformly over the mouth and with the same cosine law about the inward axis. An isotropic gas outside supplies this distribution, because the rate at which molecules of a given direction cross a plane is proportional to their velocity component along its normal. Let \(N\) be the number of impacts on sidewall and bottom together before the molecule first leaves through the mouth. Under these conditions

\[
\langle N\rangle=4a+1 .
\]

The average runs over entering molecules. Without the condition on entry the statement is false, as a beam will show.

Consider one flight from a surface point \(x\) to a small area \(dA_y\) at \(y\), a distance \(r\) away. Let \(\theta_x\) and \(\theta_y\) be the angles between the connecting line and the inward normals at its two ends. Seen from \(x\), the area fills the solid angle \(dA_y\cos\theta_y/r^2\). Multiplication by the emission law gives the probability \(k(x,y)\,dA_y\) of landing there, with

\[
k(x,y)=\frac{\cos\theta_x\cos\theta_y}{\pi r^2}=k(y,x).
\]

No shadowing factor is needed, because the cylinder is convex and the straight line between any two of its points stays inside. The symmetry of \(k\) carries the proof.

Let \(W\) be the whole wall, bottom included, with area \(A_W\), and \(M\) the mouth, with area \(A_M\). A flight that leaves a wall point must end on the wall or cross the mouth, so

\[
\int_W k(x,y)\,dA_y+\int_M k(x,m)\,dA_m=1
\qquad (x\in W).
\]

For a start in the mouth, \(\int_W k(m,y)\,dA_y=1\), since a flat mouth does not see itself. Every entering molecule therefore makes at least one impact.

Now follow the impacts in order. Let \(h_j(y)\,dA_y\) be the probability that an entering molecule makes a \(j\)-th impact and that it falls in \(dA_y\). Uniform entry has density \(1/A_M\) over the mouth, so

\[
h_1(y)=\frac1{A_M}\int_M k(m,y)\,dA_m,
\qquad
h_{j+1}(y)=\int_W h_j(x)\,k(x,y)\,dA_x .
\]

The sum \(h=h_1+h_2+\dots\) is the mean number of impacts per unit area per entering molecule. Its integral over the wall is \(\langle N\rangle\), because each molecule contributes one unit for each of its impacts. Summing the recursion over \(j\) gives

\[
h(y)=h_1(y)+\int_W h(x)\,k(x,y)\,dA_x .
\]

Try the constant \(h=1/A_M\). The right side becomes

\[
\frac1{A_M}\left[\int_M k(m,y)\,dA_m+\int_W k(x,y)\,dA_x\right]
=\frac1{A_M}\left[\int_M k(y,m)\,dA_m+\int_W k(y,x)\,dA_x\right]
=\frac1{A_M}.
\]

The first equality uses the symmetry of \(k\), the second uses closure at the point \(y\). The constant solves the equation.

It remains to show that the sum over impacts converges to this solution. Let \(R_n=1/A_M-(h_1+\dots+h_n)\) be what is missing after \(n\) impacts, with \(R_0=1/A_M\). The constant satisfies the integral equation, and the partial sums satisfy \(h_1+\dots+h_{n+1}=h_1+\int_W(h_1+\dots+h_n)k\,dA\). Subtracting the two gives

\[
R_{n+1}(y)=\int_W R_n(x)\,k(x,y)\,dA_x .
\]

Thus \(R_n\) is the uniform density \(1/A_M\) carried through \(n\) flights, without those molecules that escaped. Since \(1/A_M=(A_W/A_M)(1/A_W)\),

\[
\int_W R_n\,dA=\frac{A_W}{A_M}\,Q_n ,
\]

where \(Q_n\) is the probability that a molecule started uniformly on the wall is still in the hole after \(n\) flights.

\(Q_n\) goes to zero if the escape probability per flight has a positive lower bound over the wall. Take the sidewall first, at depth \(z\) below the mouth. A molecule escapes from there if its flight, continued in an endless cylinder, would rise by more than \(z\) before meeting the sidewall again. The distribution of this rise does not depend on \(z\), so the escape probability falls with depth. At \(z=L\) it is still positive, because the whole mouth is in view. From a point on the bottom, both cosines to a mouth point equal \(L/r\), so \(k=L^2/(\pi r^4)\). With \(r^2\le L^2+d^2\), the escape probability is at least

\[
\frac{A_M L^2}{\pi(L^2+d^2)^2}>0 .
\]

If \(\varepsilon\) is the smaller of the two lower bounds, then \(Q_n\le(1-\varepsilon)^n\to0\). The density of impacts is therefore \(h=1/A_M\), and

\[
\langle N\rangle=\int_W h\,dA=\frac{A_W}{A_M}
=\frac{\pi dL+\pi d^2/4}{\pi d^2/4}=\frac{4L}{d}+1=4a+1 .
\]

The sidewall receives \(4a\) impacts and the bottom 1. More than the total is fixed: equal wall areas receive equal mean numbers of impacts, at any depth. If \(J\) molecules per unit area and time enter the mouth in a steady state, the impact rate per unit wall area is \(JA_Mh=J\). A hole with inert walls shows the same flux at its bottom as at its rim, as it must in equilibrium with the gas outside. For diffuse entry, depth alone does not dilute the flux; losses on the walls do.

As \(a\to0\) the hole becomes a shallow dish, and the mean tends to 1: the molecule strikes the bottom and leaves. For a deep hole the mean grows in proportion to the depth. The circular cross-section entered through its areas, the convexity and the escape bound. A rectangular hole with sides \(w\) and \(\ell\) is also convex with a flat mouth. Its escape probability again falls with depth at a fixed lateral position, and at the foot of the walls it is a continuous positive function of that position, so a lower bound exists. The same steps give

\[
\langle N\rangle=\frac{2L\ell+2Lw+w\ell}{w\ell}=1+\frac{2L}{w}+\frac{2L}{\ell},
\]

which tends to \(2L/w+1\) for a long trench. At equal ratio of depth to width, the long trench has half as many sidewall impacts as the round hole.

For numbers, take a model hole 100 nm wide and 1000 nm deep, so that \(a=1000/100=10\) and \(\langle N\rangle=4\times10+1=41\). Tracing 150 000 molecules in three dimensions, with neither the kernel nor the integral equation, gave \(41.2\pm0.3\) impacts, the uncertainty being one standard error. The sidewall received \(40.2\pm0.2\) and the bottom \(1.00\pm0.01\). For \(a=2\) the traced mean was \(8.99\pm0.03\) against 9, and for \(a=0.5\) it was \(2.992\pm0.007\) against 3.

The uniform density was tested as well. Each fifth of the depth has \(\Delta z=2d\) and should receive \(\pi d\,\Delta z/(\pi d^2/4)=4\Delta z/d=8\) impacts. The traced values lie between 8.01 and 8.07, with standard errors that grow from 0.03 near the mouth to 0.08 near the bottom. All five are slightly high, but they are not independent, since one long trajectory adds to several bands. The inner and outer halves of the bottom area received 0.502 and 0.503, against 0.5.

One impact on the bottom per entering molecule does not mean that each molecule gets there. Only 11% ever did. Those that arrive must strike the bottom \(1/0.11\approx9\) times on average to make up the mean. The whole distribution is similarly uneven. The median of \(N\) is 5, 24% of the molecules leave after a single impact, and 19% exceed the mean of 41. The half of the molecules with the fewest impacts makes at most 5 each, hence contributes at most \(0.5\times5=2.5\) to the mean; the other half supplies the rest. The standard deviation is 98, more than twice the mean.

A random-walk estimate for deep holes shows where this spread comes from. Let \(\zeta\) be the axial displacement in one flight between sidewall points. Describe the flight direction by its angle \(\chi\) to the axis and its azimuth \(\psi\) about the axis, measured from the inward normal, with \(-\pi/2<\psi<\pi/2\). Then \(\cos\theta=\sin\chi\cos\psi\). In the cross-section the path is a chord of length \(d\cos\psi\), and the axial displacement is this length times \(\cot\chi\). With \(d\Omega=\sin\chi\,d\chi\,d\psi\),

\[
\langle\zeta^2\rangle=\frac1\pi\int\!\!\int \sin\chi\cos\psi\;d^2\cos^2\psi\,\frac{\cos^2\chi}{\sin^2\chi}\,\sin\chi\,d\chi\,d\psi
=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\psi\,d\psi\int_0^{\pi}\!\cos^2\chi\,d\chi .
\]

The two integrals are \(4/3\) and \(\pi/2\), so \(\langle\zeta^2\rangle=2d^2/3\). By symmetry \(\langle\zeta\rangle=0\).

Let \(T(z)\) be the mean number of further impacts after an impact at depth \(z\). Far from both ends the next flight almost surely ends on the sidewall, and \(T(z)=1+\langle T(z+\zeta)\rangle\). If \(T\) varies slowly over a distance \(d\), expansion to second order gives

\[
0=1+\tfrac12\langle\zeta^2\rangle T''(z),\qquad T''=-\frac{3}{d^2}.
\]

The bottom returns every molecule, which in this smooth description means \(T'(L)=0\). Writing \(T(0)=b\) for the value at the mouth and integrating twice,

\[
T(z)=b+\frac{3}{d^2}\left(Lz-\frac{z^2}{2}\right),\qquad
T(L)=b+\frac32a^2 .
\]

The constant \(b\) is not zero, because a molecule that strikes just below the rim may next fly inward. It nevertheless becomes small compared with \(a^2\) as the hole gets deeper. For diffuse entry the mean \(4a+1\) is one first impact plus the average of \(T\) over the places of first impact, so this average is \(4a\). Most first impacts lie within a distance \(d\) of the mouth, and \(T\) is therefore only of order \(a\) there. The expansion fails near the mouth and cannot supply \(b\).

A beam along the axis can. All its molecules strike the bottom first, so their mean is \(1+T(L)\), quadratic in the aspect ratio at leading order instead of linear. For \(a=10\) the traced beam gave \(191.5\pm1.3\) impacts, nearly five times the 41 of diffuse entry. A tracer that launches a collimated flux must not be checked against \(4a+1\). Within the estimate, \(b\approx191.5-1-150\approx40\). This is an effective value, which also absorbs the errors of the expansion near the mouth. It is about twice the actual \(T\) just below the rim, which is close to \(2a\), and \(b/a\) rises slowly with depth, from about 3.5 at \(a=2\) to 4.8 at \(a=80\). At \(a=10\) it is still about \(0.4\,a^2\) and cannot be neglected.

The same function gives the spread for diffuse entry. After its \(j\)-th impact a molecule has \(N-j\) impacts left, and \(\sum_{j=1}^N(N-j)=N(N-1)/2\). Averaging, and using the uniform density of impacts,

\[
\tfrac12\langle N(N-1)\rangle=\int_W h\,T\,dA=(4a+1)\,\overline T ,
\]

where \(\overline T\) is the average of \(T\) over the wall area. This relation is not limited to deep holes. The random-walk form, with the small bottom area neglected, gives

\[
\overline T\approx b+\frac{3}{d^2}\left(\frac{L^2}{2}-\frac{L^2}{6}\right)=b+a^2 .
\]

For \(a=10\) this is about 140, and the variance is \(2\times41\times140+41-41^2\approx9840\). Its root is 99, close to the traced 98. The agreement supports the estimate at this one aspect ratio, with \(b\) taken from the beam. At leading order for large \(a\), \(\langle N^2\rangle\approx8a^3\), so the standard deviation divided by the mean grows as \(\sqrt{8a^3}/(4a)=\sqrt{a/2}\).

This answers the question of how many trajectories are needed. The relative standard error of the mean after \(n_{\rm t}\) independent trajectories is the relative spread divided by \(\sqrt{n_{\rm t}}\). For the model hole, 1% requires \(n_{\rm t}=(98.4/41)^2/0.01^2\approx58\,000\). At fixed relative accuracy this number grows in proportion to \(a\) for deep holes, and the impacts per trajectory grow in proportion to \(a\) as well, so the work grows as \(a^2\).

The remainder found in the proof answers the question of the cutoff. If every trajectory is stopped after \(n\) impacts, the missing part of the mean is \((4a+1)Q_n\), so the relative loss is \(Q_n\). In the random-walk estimate with \(b\) set to zero, the slowest decaying density has the form \(\sin(\pi z/2L)\), which vanishes at the mouth and is flat at the bottom. One flight multiplies it by

\[
1-\tfrac12\langle\zeta^2\rangle\left(\frac{\pi}{2L}\right)^2=1-\frac{\pi^2}{12a^2}.
\]

The loss thus falls by a factor \(e\) about every \(12a^2/\pi^2\) impacts, which is 122 for \(a=10\). The neglected return at the mouth slows the escape. The largest eigenvalue of the flight kernel gives about 159 impacts for \(a=10\), some 30% above the estimate; the excess is about 60% at \(a=5\), 16% at \(a=20\) and 4% at \(a=80\). For a deep hole, a cutoff at a few times the mean would discard a substantial part of the impacts, mostly from the deep part of the hole; the cutoff belongs on the scale of \(a^2\), with a generous factor. Even in the estimate, the decay factor is still 0.08 after \(3a^2\) impacts, and after \(10a^2\) it is below 0.001. For \(a=10\) the actual losses \(Q_n\) are 0.13 and 0.0016, so \(10a^2\) suffices if the mean is wanted to 1%. This holds for \(a\ge5\); for shallower holes it does not, the loss after \(10a^2\) impacts being 1.4% at \(a=3\) and 3.4% at \(a=2\). The safest choice is no cutoff at all.

Reactive walls are the other place where \(4a+1\) is tempting to use. Let each impact consume the molecule with the same small probability \(\beta\), independent of its path. A molecule whose unreacted history would have \(N\) impacts survives them all with probability \((1-\beta)^N\), so the reacted fraction of entering molecules is

\[
P=1-\left\langle(1-\beta)^N\right\rangle\le\beta\langle N\rangle=\beta(4a+1).
\]

The inequality holds because the probability that at least one of \(N\) impacts reacts cannot exceed the sum of their separate probabilities. Expansion to second order in \(\beta\) shows how far the linear estimate reaches:

\[
P\approx\beta\langle N\rangle-\frac{\beta^2}{2}\langle N(N-1)\rangle
=\beta(4a+1)\left(1-\beta\overline T\right).
\]

The condition is \(\beta\overline T\ll1\), which for deep holes means \(\beta a^2\ll1\). It is stricter than \(\beta(4a+1)\ll1\), the condition one might read off the mean.

For the model hole, the traced standard deviation gives \(\overline T=(98.4^2+41^2-41)/(2\times41)\approx138\). With \(\beta=10^{-4}\) the expected reduction is 1.4%. The traced ratio of \(P\) to the linear estimate was 0.992, a reduction of 0.8%; the difference reflects the sampled mean, which lies 0.6% above 41. With \(\beta=0.01\), \(\beta\overline T\approx1.4\) and the expansion is useless. The linear estimate is \(0.01\times41=0.41\), while a separate run with reacting walls gave \(0.189\pm0.001\), in agreement with the average of \(1-(1-\beta)^N\) over the inert histories. The estimate is too large by a factor of 2.2.

The reason lies in the long trajectories. They carry most of the mean, but a molecule can react only once, and its later impacts then never take place. Since each impact made reacts with probability \(\beta\), the mean number made in the reactive hole is \(P/\beta\approx19\) instead of 41. The impacts lost belong mostly to molecules that would have wandered longest, and the uniform exposure of the inert hole is lost with them. The value \(4a+1\) is thus a necessary check for a tracer run with inert walls and diffuse entry, and an upper bound on \(P/\beta\) once the walls react. It does not single out the cosine law of re-emission: walls that reflect partly or wholly specularly give the same mean with a different spread, so the emission law must be checked on the standard deviation or on the beam. The numerical output below lists the traced values with their standard errors.

## Values computed for the example and the checks

```
largest closure error of flight kernel: 1.9e-09
hole diameter: 100 nm
hole depth: 1000 nm
aspect ratio a: 10.0
escape probability per flight, sidewall at z = L/2: 9.614e-04
escape probability per flight, sidewall at z = L: 1.238e-04
escape probability per flight, bottom centre: 2.494e-03
lower bound used for the bottom: 2.451e-03
molecules traced per diffuse run: 150000
a = 0.5: formula 3.0, traced mean 2.992 +- 0.007 impacts
   sidewall 1.996 +- 0.005, bottom 0.9957 +- 0.0026 impacts
a = 2.0: formula 9.0, traced mean 8.988 +- 0.029 impacts
   sidewall 7.989 +- 0.025, bottom 0.9986 +- 0.0049 impacts
a = 10.0: formula 41.0, traced mean 41.243 +- 0.254 impacts
   sidewall 40.239 +- 0.245, bottom 1.0049 +- 0.0104 impacts
a = 10, depth band 1 of 5: 8.013 +- 0.025 impacts
a = 10, depth band 2 of 5: 8.040 +- 0.046 impacts
a = 10, depth band 3 of 5: 8.071 +- 0.059 impacts
a = 10, depth band 4 of 5: 8.063 +- 0.070 impacts
a = 10, depth band 5 of 5: 8.051 +- 0.079 impacts
a = 10, bottom inner half-area: 0.502 +- 0.005 impacts
a = 10, bottom outer half-area: 0.503 +- 0.005 impacts
median of N: 5 impacts
standard deviation of N: 98.4 impacts
fraction leaving after one impact: 0.2374
fraction with N above the formula mean: 0.1922
fraction that ever reach the bottom: 0.1097
axial beam, 15000 molecules: mean 191.5 +- 1.3 impacts
reaction probability per impact beta: 0.01
reacted fraction, direct run: 0.1885 +- 0.0010
reacted fraction from free histories: 0.1887 +- 0.0007
linear estimate beta*(4a+1): 0.4100
beta = 1e-04: reacted fraction / linear estimate = 0.992
```
